# Why Vertical Ionization of an Oxygen Vacancy Costs More Than Thermal Ionization

## One ion, one spring, one electron

Let a vacancy hold one electron next to a single cation on a spring of constant \(K\). The cation's displacement \(u\) is positive when it moves away from the vacancy. The trapped electron attracts the cation with a constant force \(f>0\), so its energy rises by \(fu\) when the cation moves outward. Energies are measured from the conduction-band edge, and \(B\) is the electron's binding energy at \(u=0\). Before ionization,

\[
E_i(u)=-B+fu+\tfrac12Ku^2 .
\]

After ionization the electron rests at the band edge, far away, and no longer pulls on the cation:

\[
E_f(u)=\tfrac12Ku^2 .
\]

Setting \(dE_i/du=f+Ku=0\) gives the initial position \(u_i=-f/K\), with energy

\[
E_i(u_i)=-B-\frac{f^2}{K}+\frac{f^2}{2K}=-B-\frac{f^2}{2K}.
\]

The final equilibrium is \(u_f=0\), where \(E_f=0\). If the cation is allowed to reach it, ionization costs

\[
E_{\rm th}=0-E_i(u_i)=B+\frac{f^2}{2K}.
\]

If the electron leaves while the cation stays at \(u_i\), the spring is still strained and holds \(E_f(u_i)=f^2/2K\). The cost is then

\[
E_{\rm opt}=\frac{f^2}{2K}-E_i(u_i)=B+\frac{f^2}{K}.
\]

The excess \(E_{\rm opt}-E_{\rm th}=f^2/2K\) is the spring energy left behind when the electron that kept the spring strained has gone. For a rigid lattice, \(K\to\infty\) at fixed \(f\), both energies become \(B\).

## The general relation

Let \(R\) stand for all ion positions, \(E_i(R)\) for the energy before ionization, and \(E_f(R)\) for the energy afterwards, including the electron at rest at the band edge. The lowest minima are at \(R_i\) and \(R_f\). The two ionization energies are

\[
E_{\rm th}=E_f(R_f)-E_i(R_i),\qquad
E_{\rm opt}=E_f(R_i)-E_i(R_i).
\]

In the difference the common term \(E_i(R_i)\) cancels:

\[
E_{\rm opt}-E_{\rm th}=E_f(R_i)-E_f(R_f)\equiv E_{\rm rel}\ge0 .
\]

The sign follows because \(R_f\) is the lowest point of \(E_f\). Equality requires \(R_i\) to be a lowest minimum of \(E_f\) too. No harmonic approximation has been made, but both energies must use the same band edge.

The excess is a relaxation energy of the final charge state. The initial geometry enters only as the starting point. If the ions become caught in a higher local minimum, they release only the energy down to that minimum, and the rest of \(E_{\rm rel}\) stays stored.

The word "thermal" refers here to an equilibrium energy difference, not to the slope of an Arrhenius plot. By detailed balance, the emission rate is the capture rate times a factor containing \(\exp(-E_{\rm th}/kT)\). If capture is itself activated with energy \(E_b\), the emission slope contains \(E_{\rm th}+E_b\), apart from the temperature dependence of the prefactors.

## Why the ions are out of balance

A neutral oxygen vacancy holds two electrons. In a mean-field picture both occupy a level \(\varepsilon(u)\), with a constant mutual repulsion \(U\), while the lattice has energy \(L(u)\):

\[
E_i=2\varepsilon+U+L,\qquad E_f=\varepsilon+L .
\]

Here \(u\) stands for the outward displacements of the neighbouring cations. Equilibrium before ionization requires, for each displacement,

\[
2\frac{\partial\varepsilon}{\partial u}+\frac{\partial L}{\partial u}=0
\quad\Longrightarrow\quad
\frac{\partial L}{\partial u}=-2\frac{\partial\varepsilon}{\partial u}.
\]

Just after one electron has left, the ions have not moved, and the force on them is

\[
F=-\frac{\partial E_f}{\partial u}
=-\frac{\partial\varepsilon}{\partial u}-\frac{\partial L}{\partial u}
=+\frac{\partial\varepsilon}{\partial u}.
\]

This equals the inward pull of the departed electron, with its sign reversed. An attraction \(-A/(d+u)\) between electron and cation has slope \(A/(d+u)^2>0\), so its loss drives the cation outward.

A model with four cations shows the size of the effect. The vacancy orbital is attracted by cations of effective charge \(2.5e\) at 0.21 nm, screened by a permittivity of 4.4, and is coupled to one orbital on each cation. The four springs differ, from 2400 to 3000 eV/nm², and each has the energy \(\tfrac12Ku^2(1+bu)\) with \(b=3\) nm⁻¹. The point-charge attraction diverges at \(u=-d\), far outside the range where the model makes sense, so the minima used here are the local ones near \(u=0\). Diagonalizing the electron Hamiltonian and relaxing the ions gives inward displacements of 0.016–0.022 nm in the neutral state and 0.007–0.009 nm in the positive state. The force just after ionization, found from energy differences, is 21.9–23.3 eV/nm outward. It agrees with the lost electron's pull to the digits given.

For this model \(E_{\rm th}=2.664\) eV and \(E_{\rm opt}=3.155\) eV, an excess of 0.490 eV. To follow that energy, let the ions move with a friction force \(-\gamma v\). For an ion of mass \(m\),

\[
m\dot v=-\frac{\partial E_f}{\partial u}-\gamma v .
\]

Multiplying by \(v=\dot u\) and summing over ions gives

\[
\frac{d}{dt}\left(\sum\tfrac12mv^2+E_f\right)=-\sum\gamma v^2 .
\]

The ions start at rest at \(R_i\) and end at rest at \(R_f\), so integration over time gives the total heat \(\int\sum\gamma v^2dt=E_{\rm rel}\). Accumulating this integral along the computed motion gives 0.490 eV, the same as the difference of the ionization energies.

A quick estimate follows from the force. For a displacement \(x\) from the initial geometry, a harmonic final surface of curvature \(K\) has

\[
E_f(x)=E_f(0)-Fx+\tfrac12Kx^2 .
\]

Its minimum is at \(x=F/K\), and the energy drop is \(F^2/2K\). Summed over the four springs, this gives 0.381 eV, 22% below the model's 0.490 eV. Two terms in the model soften the surface for inward displacements: the spring curvature is \(K(1+3bu)\), smaller than \(K\) when \(u<0\), and the attraction contributes the negative curvature \(-2A/(d+u)^3\). With all springs 100 times stiffer the displacements are small, and the estimate of 2.608 meV is close to the model's 2.612 meV. In this stiff regime the excess falls as \(1/K\).

## How large: a hafnia-like vacancy

For a worked example, take a neutral vacancy that becomes singly positive in a hafnia-like film. The inputs are rough typical values, separate from those of the four-cation model: \(E_{\rm th}=2.4\) eV, four Hf neighbours each moving outward by \(\Delta R=0.010\) nm, and phonon energies \(\hbar\omega_i=22\) meV before and \(\hbar\omega_f=25\) meV after ionization.

One coordinate \(Q\) describes the joint outward motion, with \(Q=0\) at the initial minimum. For a displacement \(r\) of each of four ions of mass \(m\), the harmonic energy is \(4\times\tfrac12m\omega^2r^2\). Defining \(Q=\sqrt{4m}\,r\) turns this into \(\tfrac12\omega^2Q^2\). The surfaces are

\[
E_i=\tfrac12\omega_i^2Q^2,\qquad
E_f=E_{\rm th}+\tfrac12\omega_f^2(Q-\Delta Q)^2 .
\]

With \(m=178.5\) amu and 0.010 nm = 0.10 Å,

\[
\Delta Q=\sqrt{4\times178.5}\times0.10
=2.672\ {\rm amu}^{1/2}\,\text{Å}.
\]

The unit factor \(\hbar^2/({\rm amu\,Å^2})\) is 0.00418 eV. The final-state relaxation energy is therefore

\[
E_{\rm rel}=\frac{(\hbar\omega_f)^2\Delta Q^2}{2\hbar^2}
=\frac{(0.025)^2(2.672)^2}{2\times0.00418}\ {\rm eV}
=0.534\ {\rm eV},
\]

and

\[
E_{\rm opt}=2.400+0.534=2.934\ {\rm eV}.
\]

As photon wavelengths, the thermal and vertical energies correspond to 517 nm and 423 nm.

The reverse vertical process uses the other surface. If an electron at the band edge is captured while the ions stay at \(R_f\), the energy released is

\[
E_{\rm cap}=E_f(R_f)-E_i(R_f)
=E_{\rm th}-\tfrac12\omega_i^2\Delta Q^2 .
\]

The subtracted term is \(0.534\times(22/25)^2=0.413\) eV, so \(E_{\rm cap}=1.987\) eV. The order is capture, thermal, vertical ionization. Half the gap between the two vertical energies is \((2.934-1.987)/2=0.474\) eV. That is 11% below \(E_{\rm rel}\), because it averages the relaxation energies of the two charge states. In this harmonic model it equals \(E_{\rm rel}\) only for equal phonon energies.

## What an optical line would show

Ions are quantum particles, so a vertical transition is a distribution of energies. Let \(|n\rangle\) be a vibrational state of the initial Hamiltonian \(H_i\), with energy \(\epsilon_n\), and \(|m\rangle\) one of the final Hamiltonian \(H_f\), with energy \(\epsilon_m\). If the optical matrix element does not depend on \(Q\), the normalized weight of a transition is \(|\langle m|n\rangle|^2\). Both Hamiltonians have the same kinetic energy, so \(H_f=H_i+D\) with \(D=E_f-E_i\). Completeness of the final states gives

\[
\sum_m|\langle m|n\rangle|^2(\epsilon_m-\epsilon_n)
=\langle n|H_f-\epsilon_n|n\rangle=\langle n|D|n\rangle .
\]

Because \((H_f-\epsilon_n)|n\rangle=D|n\rangle\), the second moment is likewise \(\langle n|D^2|n\rangle\). Expanding the surfaces gives

\[
D=E_{\rm opt}-\omega_f^2\Delta Q\,Q
+\tfrac12(\omega_f^2-\omega_i^2)Q^2 .
\]

In thermal equilibrium the initial oscillator has a Gaussian distribution of \(Q\), with \(\langle Q\rangle=0\), \(\langle Q^4\rangle=3s^2\) and

\[
s=\langle Q^2\rangle
=\frac{\hbar}{2\omega_i}\coth\frac{\hbar\omega_i}{2kT}.
\]

The odd averages vanish. The mean and variance of the line are therefore

\[
\bar E=E_{\rm opt}+\tfrac12(\omega_f^2-\omega_i^2)s,
\]
\[
\sigma^2=(\omega_f^2\Delta Q)^2s
+\tfrac12(\omega_f^2-\omega_i^2)^2s^2 .
\]

The last term is \(\tfrac14(\omega_f^2-\omega_i^2)^2(3s^2-s^2)\).

Explicit sums over computed vibrational overlaps agree with both formulas. The mean at 300 K is 2.938 eV, only 4 meV above the classical vertical energy. The width is much larger than this shift: the full width at half maximum of a Gaussian with the same variance is 0.29 eV at 0 K, 0.46 eV at 300 K and 0.52 eV at 400 K.

The transition between the two vibrational ground states, the zero-phonon line, lies at

\[
E_{\rm th}+\tfrac12\hbar(\omega_f-\omega_i)=2.4015\ {\rm eV},
\]

which is close to the thermal energy. Its weight is the squared overlap of two Gaussians. With \(a=\omega_i/\hbar\) and \(b=\omega_f/\hbar\), completing the square in their product gives

\[
|\langle0_f|0_i\rangle|^2
=\frac{2\sqrt{ab}}{a+b}
\exp\left(-\frac{ab\,\Delta Q^2}{a+b}\right)
=2.1\times10^{-9}.
\]

The thermal energy is therefore present in the spectrum, but with almost no weight. The relaxation energy equals about 21 final-state phonons, and most of the weight lies in transitions that create many phonons.

These results describe transitions to the band edge alone. A measured photoionization spectrum also includes higher band states, so it must be modelled as a sum of such lines, weighted by the density of states and the optical matrix elements. A threshold read from the first detectable signal is neither \(E_{\rm opt}\) nor \(E_{\rm th}\) by definition.

## Setting the model beside a real capacitor

A vacancy with four Hf neighbours represents one class of oxygen site in ferroelectric hafnia; other sites have three. The depth, displacement and phonon energies above are plausible in scale, but they vary with site, composition and strain. At fixed phonon energy \(E_{\rm rel}\propto\Delta R^2\), so a displacement of 0.012 nm instead of 0.010 nm raises it from 0.53 to 0.77 eV. This sensitivity matters more than the model's cubic anharmonicity, which changes \(E_{\rm rel}\) by about 16 meV if \(b=3\) nm⁻¹ is used here as well. The four-neighbour coordinate also leaves out the more distant ions, which polarize around the new positive charge and add to \(E_{\rm rel}\). A continuum estimate for the region outside a radius \(R_c\) is \((e^2/8\pi\varepsilon_0R_c)(1/4.4-1/25)\), with electronic and static permittivities of 4.4 and 25. This is 0.27 eV for \(R_c=0.5\) nm and 0.13 eV for 1 nm, so 0.53 eV should be read as the local part only. Acceptor dopants can also leave the vacancy positive from the start. The relation still holds, but its two surfaces must then belong to the charge states that actually take part.

An operating capacitor also breaks the assumption of zero field. An electron that leaves a neutral vacancy is attracted by the single positive charge left behind, and has potential energy \(-C/(\epsilon r)-eFr\) along the easy direction, where \(C=e^2/4\pi\varepsilon_0\), \(\epsilon\) is the relative permittivity and \(F\) is now the field. The maximum is at \(r=\sqrt{C/(\epsilon eF)}\), so the escape barrier falls by \(2\sqrt{CeF/\epsilon}\), the Poole–Frenkel lowering. At 1 MV/cm this is 0.36 eV with the fast electronic permittivity of 4.4 and 0.15 eV with a static value of 25. At 3 MV/cm the values are 0.63 and 0.26 eV. The lowering can therefore rival \(E_{\rm rel}\). It changes the barrier to escape, not the difference between two energies that are both referred to the zero-field band edge.

The field also lets light create electrons below the edge. Equating the confinement energy \(\hbar^2/2m_el^2\) to \(eFl\) gives the energy scale \((\hbar^2e^2F^2/2m_e)^{1/3}\), where \(m_e\) is here the effective electron mass. For masses between 1.0 and 0.2 free-electron masses, this is 0.07–0.12 eV at 1 MV/cm and 0.15–0.26 eV at 3 MV/cm.

Direct tunnelling through a triangular barrier of height \(E\) has the exponent

\[
\frac{2}{\hbar}\int_0^{E/eF}\!\!\sqrt{2m_e(E-eFx)}\,dx
=\frac{4\sqrt{2m_e}\,E^{3/2}}{3\hbar eF}.
\]

At 3 MV/cm, with the light mass and \(E=E_{\rm th}\), it is 38. If the ions stay fixed during tunnelling, the height is \(E_{\rm opt}\), and the exponent becomes \(38\times(2.934/2.4)^{3/2}\approx51\). The choice of energy thus changes the tunnelling factor by about \(e^{13}\). Phonon-assisted tunnelling needs its own sum over vibrational states.

The freed electron has been treated as bare and unbound. A weak-coupling estimate of its own lattice polarization lowers its relaxed energy by 0.08 eV for the light mass and 0.18 eV for the heavy one. The heavy value is 2.6 times the assumed 70 meV phonon energy, so the coupling is no longer weak there, but Feynman's variational method for the same polaron model gives a similar value, 0.19 eV. If the thermal energy is referred to this dressed electron, the gap to the bare vertical energy grows by the same amount.

Attraction to the positive vacancy can also produce bound excited states. With electronic screening, a hydrogen-like estimate places the lowest one 0.14 eV below the edge for the light mass and 0.70 eV for the heavy one. The latter orbit, about 0.23 nm in radius, is too compact for the estimate to be trusted. With static screening the values are only 0.004 and 0.02 eV. At zero or weak field, absorption can therefore begin below \(E_{\rm opt}\) without producing a free electron. A state whose binding energy is smaller than the Poole–Frenkel lowering lies above the escape barrier. At 1 MV/cm this is so for all of these states except the compact 0.70 eV one, so in an operating capacitor such absorption can still free the electron.

At 300 K the two spin states of the positive vacancy lower its free energy by \(kT\ln2=18\) meV. The stiffer final vibration raises it by \(kT\ln(\omega_f/\omega_i)=3\) meV in the classical limit. These terms belong in equilibrium occupation, but they are small beside \(E_{\rm rel}\).

## Which energy to use

For equilibrium occupation, use \(E_{\rm th}\) with its free-energy corrections. For a photon that removes an electron before the ions respond, use \(E_{\rm opt}\) and include the line width. For thermal emission over the barrier in a field, start from \(E_{\rm th}\), then add any capture barrier and treat the field lowering separately. The worked example cannot supply a capture barrier, because its two parabolas never cross. In strong fields tunnelling may be the faster route if the electron mass is small. At 3 MV/cm and 300 K, emission over a barrier of \(2.40-0.63\) eV, the value for electronic screening, has an exponent of about 69, against 38 to 51 for direct tunnelling with the light mass. With the heavy mass these exponents rise to 85 to 114, and direct tunnelling from the trap level loses its advantage. The triangular barrier leaves out the Coulomb attraction; including it with electronic screening lowers the ranges to 34 to 48 and 76 to 106. For the heavy mass, tunnelling after partial thermal excitation then has an exponent of about 66, slightly below that of emission over the top. These comparisons ignore prefactors.

In a calculation, relax the initial state and evaluate the final charge state at that fixed geometry. Then relax the final state. The energy drop in this last relaxation is \(E_{\rm rel}\), provided that the charge state and band-edge reference stay the same. For a charged periodic cell, the spurious interaction between images must be corrected at both geometries. Starting from a neutral vacancy, only electrons screen the new charge at \(R_i\), while the ions also contribute at \(R_f\). Using one static-permittivity correction for both would introduce an error into \(E_{\rm rel}\).

To convert a measured vertical energy into a thermal depth, subtract the final-state relaxation energy. If only the gap between vertical ionization and vertical capture is known, half of it is a usable estimate when the two charge states have similar phonon energies. For the 22 and 25 meV used here, that estimate places the thermal level at \(2.934-0.474=2.460\) eV, which is 0.06 eV too deep. The other values for this example are in the numerical output.

## Numbers as computed

```
FOUR-CATION MODEL (illustrates the cause)
cation charge 2.5 e, distance 0.21 nm
levels: vacancy -2.9, cation 1.0 eV
hopping 0.5 eV, decay length 0.1 nm
electron repulsion 1.5 eV
springs (eV/nm^2): [2400. 2600. 2800. 3000.]
relative cubic coefficient 3.0 1/nm
neutral displacements (nm): [-0.0215 -0.0191 -0.0172 -0.0157]
positive displacements (nm): [-0.0089 -0.0081 -0.0074 -0.0069]
outward force after loss (eV/nm): [23.34 22.73 22.26 21.89]
model thermal energy: 2.6645 eV
model vertical energy: 3.1547 eV
model excess: 0.4903 eV
heat from damped motion: 0.4903 eV
linear-force estimate: 0.3812 eV
excess, springs x100: 2.612 meV
estimate, springs x100: 2.608 meV
WORKED EXAMPLE (rough hafnia-like inputs)
thermal energy: 2.400 eV
Hf shift 0.010 nm, Hf mass 178.5 amu
phonon before 22, after 25 meV
coordinate shift: 2.6721 sqrt(amu) angstrom
final-state relaxation: 0.5338 eV
initial-state relaxation: 0.4134 eV
vertical ionization: 2.9338 eV
vertical capture release: 1.9866 eV
wavelength of thermal energy: 516.6 nm
wavelength of vertical energy: 422.6 nm
relaxation / final phonon: 21.35
zero-phonon energy: 2.4015 eV
zero-phonon weight at 0 K: 2.08e-09
mean capture release at 0 K: 1.9881 eV
0 K: mean 2.9354, Gaussian FWHM 0.290 eV
300 K: mean 2.9378, Gaussian FWHM 0.458 eV
400 K: mean 2.9390, Gaussian FWHM 0.522 eV
NEGLECTED EFFECTS (rough sizes)
permittivity: fast 4.4, static 25.0
electron masses 0.2, 1.0 m_e
LO phonon 70 meV
cubic anharmonicity: 16.0 meV
spin term kT ln2, 300 K: 17.9 meV
mode entropy term, 300 K: 3.3 meV
Poole-Frenkel 1 MV/cm: fast 0.362, static 0.152 eV
field absorption 1 MV/cm: light 0.124, heavy 0.072 eV
Poole-Frenkel 3 MV/cm: fast 0.627, static 0.263 eV
field absorption 3 MV/cm: light 0.258, heavy 0.151 eV
tunnel exponent, 3 MV/cm, light mass: 37.9
polaron shift: light 0.082, heavy 0.183 eV
binding, fast: light 0.141, heavy 0.703 eV
binding, static: light 0.0044, heavy 0.0218 eV
```
